# Why staggered inverting repeaters suppress coupling delay on a bus

Shift the inverting repeaters of every second bus wire by half a segment, and a neighbour that switches oppositely to the victim along one half of a segment switches with it along the other half. The first half doubles the coupling charge and the second removes it, so the victim's driver supplies the same total charge as if its neighbours were quiet. The delay is not restored completely. Capacitance in the far half is charged through more wire than capacitance in the near half, and this leaves a remainder, about a quarter of the original coupling penalty for repeaters of optimum size and spacing. That fraction refers to an integrated delay, defined below; the delay at mid-swing also depends on when the neighbour's edge arrives.

**The model**

Each segment has length $L$, wire resistance $r$ per length, ground capacitance $c_g$ per length and coupling capacitance $c_c$ per length to each of two neighbours. With quiet neighbours the capacitance per length is $c=c_g+2c_c$. A repeater is a voltage source $u(t)$ behind a resistance $R_d$, with output capacitance $C_p$ and input capacitance $C_{in}$. Inductance is left out. Both neighbours act alike, which gives the largest change in charge and in the integrated delay, and each carries one full transition. Voltages are in units of the supply, so a rising victim has $\Delta V=1$; a falling one gives the same results with all signs reversed.

When the victim changes by $\Delta V$ and a neighbour by $\Delta V_a$, the charge that flows from the victim onto their coupling capacitance, per length, is

$$q=c_c(\Delta V-\Delta V_a)=m\,c_c\,\Delta V,\qquad m=1-\frac{\Delta V_a}{\Delta V}.$$

Thus $m=1$ for a quiet neighbour, $m=2$ for opposite switching and $m=0$ for equal switching.

**Why the pattern repeats in every segment**

Let the victim's drivers sit at $0,L,2L,\dots$, and let its first segment switch in direction $\sigma=\pm1$. Segment $k$, counted from zero, then switches in direction $\sigma(-1)^k$. The neighbour is also driven at position 0, in direction $\sigma_a$, but its inverters sit at $L/2,3L/2,\dots$. Its edge has passed $k$ inverters when it enters the near half of victim segment $k$, and $k+1$ when it enters the far half. The products of the two directions are

$$\text{near: }\sigma\sigma_a(-1)^{2k}=\sigma\sigma_a,\qquad \text{far: }\sigma\sigma_a(-1)^{2k+1}=-\sigma\sigma_a .$$

The two halves have opposite relative polarity, and their order does not depend on $k$. If the near half is opposite in one segment, it is opposite in all of them. Any difference in integrated delay between the halves therefore has the same sign in every stage. These stage values do not sum to the delay of the whole chain, because each is measured from a source that the inverter has regenerated.

The inversion is essential. With non-inverting buffers the relative direction never changes, and shifting the buffers leaves $m=2$ along the whole segment.

**The charge averages exactly**

The driver charges its own output, the next input and the wire. For $\Delta V=1$,

$$Q=C_p+C_{in}+c_gL+2c_c\left(2\cdot\frac L2+0\cdot\frac L2\right)=C_p+C_{in}+cL .$$

This is the quiet-neighbour charge. Interchanging the halves does not alter it. Nor does the timing of the neighbour's edge, because the charge on a capacitor depends on its initial and final voltages alone. The current at a given instant can still differ greatly from the quiet case.

**The delay keeps a remainder**

Let $I_0(t)$ be the current through $R_d$ and $i(x,t)$ the current along the wire. Ohm's law from the source to the far end gives

$$u(t)-v(L,t)=R_dI_0(t)+r\int_0^L i(x,t)\,dx .$$

Integrate over time, from before any wire switches until all have settled. The left side becomes the area delay

$$T=\int [u(t)-v(L,t)]\,dt ,$$

which is the Elmore delay when $u$ is a step and the neighbours are quiet. On the right, $I_0$ integrates to $Q$, and $i(x,t)$ integrates to the charge needed beyond $x$:

$$Q(x)=C_{in}+\int_x^L[c_g+2c_cm(x')]\,dx' .$$

In $\int_0^LQ(x)\,dx$, the capacitance at $x'$ is counted for every $x$ between 0 and $x'$, so it acquires the weight $x'$. Hence

$$T=R_d(C_p+C_{in})+rLC_{in}+\int_0^L(R_d+rx)[c_g+2c_cm(x)]\,dx .$$

Each piece of capacitance is weighted by the resistance through which it is charged. For quiet neighbours, $m=1$ and

$$T_q=R_d(C_p+C_{in}+cL)+rL\left(\frac{cL}{2}+C_{in}\right).$$

With aligned repeaters, opposite switching makes $m-1=1$ everywhere and adds

$$\Delta T_{al}=2c_c\int_0^L(R_d+rx)\,dx=2c_cL\left(R_d+\frac{rL}{2}\right).$$

With staggered repeaters the two halves carry the weights

$$\int_0^{L/2}(R_d+rx)\,dx=\frac{R_dL}{2}+\frac{rL^2}{8},\qquad
\int_{L/2}^{L}(R_d+rx)\,dx=\frac{R_dL}{2}+\frac{3rL^2}{8}.$$

The driver terms cancel in the difference and the wire terms do not. The change from $T_q$ has magnitude

$$\Delta T_{st}=2c_c\left(\frac{3rL^2}{8}-\frac{rL^2}{8}\right)=\frac{2c_crL^2}{4}.$$

It is an increase when the far half is opposite and a decrease when the near half is. With $\rho=rL/R_d$, the fraction of the aligned penalty that remains is

$$\frac{\Delta T_{st}}{\Delta T_{al}}=\frac{rL/4}{R_d+rL/2}=\frac{\rho}{4+2\rho}.$$

For a weak driver, $\rho\to0$, the fraction vanishes and the simple averaging argument holds for the area delay too. For a very resistive wire, $\rho\to\infty$, it tends to one half.

**What optimum repeaters leave**

Build each repeater from $h$ unit inverters of resistance $R_0$, input capacitance $C_0$ and output capacitance $C_1$. Then $R_d=R_0/h$, $C_{in}=hC_0$, $C_p=hC_1$, and

$$\frac{T_q}{L}=\frac{R_0(C_0+C_1)}{L}+\frac{R_0c}{h}+\frac{rcL}{2}+rhC_0 .$$

Setting the derivatives with respect to $L$ and $h$ to zero gives

$$L^2=\frac{2R_0(C_0+C_1)}{rc},\qquad h^2=\frac{R_0c}{rC_0}.$$

Since $\rho=rLh/R_0$,

$$\rho^2=\frac{r^2L^2h^2}{R_0^2}=2\left(1+\frac{C_1}{C_0}\right).$$

The wire parameters have dropped out. For $C_1=C_0$, $\rho=2$ and the remaining fraction is $2/8=1/4$.

**Why the offset is one half**

Suppose a fraction $a$ of the victim's segment lies before the neighbour's repeater, and that this part switches oppositely. The change in area delay is

$$D(a)=2c_c\left[\int_0^{aL}(R_d+rx)dx-\int_{aL}^{L}(R_d+rx)dx\right]$$

$$=2c_cL\left[R_d(2a-1)+\frac{rL}{2}(2a^2-1)\right].$$

One wire's penalty can be removed by choosing $a$ somewhat above one half, so that the lightly weighted near part is longer. Seen from the neighbour, however, the near fraction is $1-a$. The function $D$ increases with $a$ and is already negative at $a=1/2$. If $a\ne1/2$, one of the two wires has a near fraction below one half, where $D$ is more negative and its magnitude larger. Reversing the polarity turns that magnitude into a slowdown. The offset $L/2$ therefore gives the smallest worst-case area delay when both wires matter equally.

**A copper bus**

Take wires 200 nm wide and 400 nm thick with an effective resistivity of 2.5 µΩ cm, so that $r=0.3125$ Ω/µm. Let $c_g=0.06$ and $c_c=0.07$ fF/µm, hence $c=0.20$ fF/µm. A unit inverter has 10 kΩ and 0.5 fF at both input and output. The optimum above would be $L=566$ µm and $h=113$; the round choice $L=600$ µm and $h=100$ gives $R_d=100$ Ω, $C_{in}=C_p=50$ fF, $rL=187.5$ Ω and $\rho=1.875$.

The wire capacitance is 120 fF per segment, of which $2c_cL=84$ fF is coupling. At a swing of 1 V the driver supplies $50+50+120=220$ fC with quiet neighbours, $220+84=304$ fC for aligned opposite switching, and 220 fC for either staggered polarity. The area delays per stage are

$$T_q=0.100\times220+0.1875\times(60+50)=42.6\ \text{ps},$$

$$\Delta T_{al}=84\times(0.100+0.09375)=16.3\ \text{ps},$$

$$\Delta T_{st}=84\times\frac{0.1875}{4}=3.9\ \text{ps},$$

with resistances in kΩ and capacitances in fF. Staggering leaves 24% of the aligned penalty.

**What happens at mid-swing**

A gate responds near mid-swing, not to an area. An edge coupled in after the victim has crossed mid-swing for the last time changes $T$ but not that crossing. The 50% delay must therefore be found from the waveforms.

I computed it for six stages of a bus in which two kinds of wire alternate, all wires of a kind switching alike. Each full segment was divided into ten cells and the circuit equations were stepped by the trapezoidal rule. The inverters had a gain of 10 around mid-swing and saturated at the supply levels; the inputs were 10 ps ramps. The neighbour's input was shifted from 60 ps before to 60 ps after the victim's, in 5 ps steps, for both polarities.

| Neighbours | 50% delay of six stages (ps) |
|---|---|
| Quiet, aligned layout | 176 |
| Quiet, staggered layout | 187 |
| Aligned, all skews | 115 to 270 |
| Staggered, all skews | 164 to 214 |

The quiet 50% delay depends on the layout, although the quiet area delay does not: staggering raises it by about 11 ps. Here the nearest neighbours rest while the second neighbours switch with the victim; if those rest too, the quiet delays are 184.5 and 189.7 ps and the rise is about 5 ps. Measured from each layout's own quiet delay, the largest excess falls from 93 to 27 ps, so 29% remains, more than the 24% found for the area. The worst delay itself falls from 270 to 214 ps. If the second neighbours rest, or switch oppositely at the same time as the victim, the staggered worst case rises by a further 1 to 2 ps, and by about 3 ps if their opposite edge comes 30 ps late. The aligned worst case falls instead, to 265.5 ps for resting and 253.6 ps for simultaneous opposite second neighbours.

The sign of the effect also departs from the area result. With simultaneous inputs, the case with the near half opposite takes 199 ps, slower than quiet, although its area delay is smaller. This excess does not scale with the number of stages: per stage it is about zero for two stages, 2 ps for six and 3 ps for twelve. The case with the near half equal takes 213 ps. Over the scan the two polarities reach nearly the same worst delay, within 0.3 ps: the near half opposite with the neighbour 20 ps late, and the near half equal with the neighbour 15 ps early. This near tie, and which polarity is slower, depend on the inverter model: at gain 4 the near half equal is slower by 5 ps, at gain 30 the near half opposite by 1 ps, while the remaining fraction stays between 28% and 30%. The sign of the area change therefore does not tell whether the mid-swing delay rises or falls.

**Noise on a quiet victim**

The same weights govern a victim that should stay still. With $\Delta V=0$, each coupling capacitance draws $-c_c\Delta V_a$ per length. The two halves inject opposite charges, and the net driver charge is zero. While the driver remains a linear resistance, the time integral of the far-end disturbance has magnitude $2c_crL^2/4$, against $2c_cL(R_d+rL/2)$ for aligned repeaters. This does not fix the peak: the two disturbances arrive at different times and need not cancel at each instant.

**Real wires**

The dimensions and capacitances are rough values for dense intermediate or upper-level copper wiring, and 70% of the capacitance is coupling. A transistor driver is not a linear resistance. The charge still averages exactly, but the cancellation of the driver term in the area delay was derived for a constant $R_d$ and need not be exact. A repeater may have to be placed away from its ideal position. An offset of $0.4L$ instead of $0.5L$ raises the worst area excess from 3.9 to 7.0 ps per stage. Second neighbours have repeaters aligned with the victim's, so staggering does not cancel their coupling; if it is 5% of $c_c$, their opposite switching adds 0.8 ps. Heating by 80 K, with a rough resistance coefficient of 0.3% per kelvin and $R_d$ held fixed, raises the staggered excess to 4.9 ps. With an inductance of roughly 1 pH/µm, as for a distant return path, $L\sqrt{lc}$ is 8.5 ps, with $l$ the inductance per length; at the speed of light in a dielectric of relative permittivity 2.7 to 3.9 the flight time along a segment would be 3 to 4 ps. The average quiet stage delay is 31 ps. The RC model leaves this flight time out, and the effect of inductance on the delay was not computed.
